# Energy derivative of the APW secular matrix and counting its roots, part 1

(Sections cited here and not found follow in the second part.)

**Setting.** Hartree atomic units are used. A crystal has one sphere of radius $R$ at the origin of a cell of volume $\Omega$. The potential $V(r)$ is spherical inside the sphere, bounded below, and zero in the interstitial region outside. The treatment is non-relativistic. For a Bloch vector $\mathbf k$ take a finite set of $N$ vectors $\mathbf K=\mathbf k+\mathbf G$ and an angular cutoff $L$. Let $u_l(r,E)$ be the regular solution of the radial equation at energy $E$, scaled so that $u_l\to r^l$ at the origin for every $E$. Slater's augmented plane wave is $\phi_{\mathbf K}=\Omega^{-1/2}e^{i\mathbf K\cdot\mathbf r}$ outside, and inside

$$\phi_{\mathbf K}=\sum_{l\le L,m}a_{lm}(\mathbf K)\,\frac{u_l(r,E)}{u_l(R,E)}\,Y_{lm}(\hat r),\qquad a_{lm}(\mathbf K)=\frac{4\pi i^l}{\sqrt\Omega}\,j_l(KR)\,Y^*_{lm}(\hat K).$$

By the Rayleigh expansion, $a_{lm}$ is the $lm$ component of the plane wave at $r=R$, so the components $l\le L$ join continuously, while their radial slopes in general jump, which leaves a kink. The components $l>L$ are missing inside, so at finite $L$ the function also has a jump in value at $R$, which tends to zero as $L\to\infty$. Because of the kink the kinetic energy is taken in gradient form, region by region:

$$Q_E(f,g)=\int\left[\tfrac12\nabla f^*\!\cdot\!\nabla g+(V-E)f^*g\right]d^3r .$$

The secular matrix is $M_{\mathbf{KK'}}(E)=Q_E(\phi_{\mathbf K},\phi_{\mathbf K'})$ and the overlap is $S_{\mathbf{KK'}}(E)=\int\phi^*_{\mathbf K}\phi_{\mathbf K'}d^3r$. A root is an energy with $\det M=0$, and a pole is a zero of some $u_l(R,E)$ with $l\le L$. A dot means $\partial/\partial E$, a prime on a radial function $\partial/\partial r$.

**(a) Reduce $M$ and $S$ to closed form.**

*Solution.* Outside, $\nabla\phi_{\mathbf K}=i\mathbf K\phi_{\mathbf K}$ and $V=0$, so this region gives $(\tfrac12\mathbf K\cdot\mathbf K'-E)I_{\mathbf{KK'}}$, with $I$ the interstitial overlap. Write $I$ as the cell integral minus the sphere integral, with $\mathbf q=\mathbf K'-\mathbf K$. The cell integral is $\delta_{\mathbf{KK'}}$ because $\mathbf q$ is a reciprocal-lattice vector. The angular average of $e^{i\mathbf q\cdot\mathbf r}$ is $j_0(qr)$, and $(z^2j_1)'=z^2j_0$ gives $\int_0^Rj_0(qr)r^2dr=R^2j_1(qR)/q$. Hence

$$I_{\mathbf{KK'}}=\delta_{\mathbf{KK'}}-\frac{4\pi R^2}{\Omega}\frac{j_1(qR)}{q},$$

and $j_1(z)\to z/3$ makes the diagonal $1-4\pi R^3/3\Omega$.

Inside, Green's identity reads

$$Q_E^{\rm sph}(f,g)=\tfrac12R^2\!\oint f^*\partial_rg\,d\hat r+\int f^*\left(-\tfrac12\nabla^2+V-E\right)g\,d^3r. \tag{1}$$

For $g=\phi_{\mathbf K'}$ the volume term vanishes, since each $u_lY_{lm}$ solves the Schrödinger equation at energy $E$. At $R$ the components of $\phi_{\mathbf K}$ are $a_{lm}(\mathbf K)$ and those of $\partial_r\phi_{\mathbf K'}$ are $D_l\,a_{lm}(\mathbf K')$, with $D_l=u_l'(R)/u_l(R)$. Orthonormality of the $Y_{lm}$ leaves $\tfrac12\sum_lD_lW_l$, where

$$W_{l,\mathbf{KK'}}=R^2\sum_ma^*_{lm}(\mathbf K)a_{lm}(\mathbf K')=\frac{4\pi R^2}{\Omega}(2l+1)P_l(\hat K\cdot\hat K')\,j_l(KR)j_l(K'R).$$

The phases cancel, $(i^l)^*i^l=1$. The addition theorem turns $\sum_mY_{lm}(\hat K)Y^*_{lm}(\hat K')$ into $(2l+1)P_l/4\pi$, and $(4\pi)^2/4\pi=4\pi$. The sphere part of the overlap has the same angular factor $W_l/R^2$ times the radial integral $n_l=\int_0^Ru_l^2r^2dr/u_l(R)^2$. The results are

$$M=\left(\tfrac12\mathbf K\cdot\mathbf K'-E\right)I_{\mathbf{KK'}}+\tfrac12\sum_{l\le L}D_lW_l,\qquad S=I+\sum_{l\le L}\frac{n_l}{R^2}W_l. \tag{2}$$

Both are real and symmetric. With $a_l$ the $(2l+1)\times N$ array of the $a_{lm}(\mathbf K)$, $W_l=R^2a_l^\dagger a_l$. It is independent of $E$, positive semidefinite, and its rank $r_l$ is at most $\min(2l+1,N)$.

**(b) Find $\dot D_l$ and from it $\dot M$, away from poles.**

*Solution.* With $P=ru_l$ and $U=l(l+1)/2r^2+V$ the radial equation and its $E$ derivative are

$$-\tfrac12P''+(U-E)P=0,\qquad-\tfrac12\dot P''+(U-E)\dot P=P .$$

Multiply the second by $P$, the first by $\dot P$, and subtract. The $U-E$ terms cancel, leaving $-\tfrac12(P\dot P''-\dot PP'')=P^2$, and the bracket is the derivative of $P\dot P'-\dot PP'$. That combination vanishes at the origin because $P$ and $\dot P$ vanish there at least as $r^{l+1}$ with bounded slopes. Integrating to $R$,

$$\left(P\dot P'-\dot PP'\right)_R=-2\mathcal N_l,\qquad\mathcal N_l=\int_0^RP^2dr. \tag{3}$$

Since $P'/P=u_l'/u_l+1/r$ and $1/R$ does not depend on $E$,

$$\dot D_l=\frac{P\dot P'-\dot PP'}{P^2}\bigg|_R=-\frac{2\mathcal N_l}{R^2u_l(R)^2}=-\frac{2n_l}{R^2}.$$

In (2) the energy enters through $-EI$ and the $D_l$, so

$$\dot M=-I-\sum_{l\le L}\frac{n_l}{R^2}W_l=-S(E). \tag{4}$$

The factor $\tfrac12$ of the kinetic energy cancels the 2 of (3). The match holds term by term in $l$, so (4) is true for every cutoff $L$ and every finite set of $\mathbf K$. The behaviour at the origin is the same for a $-Z/r$ potential, so (4) covers that case as well.

**(c) Explain the result of (b) without radial algebra, and find changes to the problem that destroy it.**

*Solution.* Differentiate the definition. $Q_E$ depends on $E$ through the explicit term $-E f^*g$ and through its arguments:

$$\dot M_{\mathbf{KK'}}=-S_{\mathbf{KK'}}+Q_E(\dot\phi_{\mathbf K},\phi_{\mathbf K'})+Q_E(\phi_{\mathbf K},\dot\phi_{\mathbf K'}).$$

Outside, $\dot\phi_{\mathbf K}=0$. At $R$ the ratio $u_l(R,E)/u_l(R,E)=1$ for all $E$, so $\dot\phi_{\mathbf K}=0$ on the sphere surface too. In (1) with $f=\dot\phi_{\mathbf K}$ and $g=\phi_{\mathbf K'}$ the surface term vanishes because $f$ does, and the volume term because $g$ solves the equation. The last term is the complex conjugate of one of the same kind. In general,

$$Q_E(g,\phi_{\mathbf K})=0\quad\text{for every }g\text{ that vanishes outside and at }R. \tag{5}$$

A fixed basis has $M=H-ES$ and obeys (4) trivially. The APW basis moves with $E$, but it moves along directions that (5) makes invisible to $Q_E$.

An added interstitial potential changes $M$ by an $E$-independent matrix, since the plane waves are fixed, and (4) survives. A non-spherical term $\Delta V$ in the sphere, with the $u_l$ still built from the spherical part, adds $\langle\phi_{\mathbf K}|\Delta V|\phi_{\mathbf K'}\rangle$ to $M$. Then $\dot M+S=\langle\dot\phi_{\mathbf K}|\Delta V|\phi_{\mathbf K'}\rangle+\langle\phi_{\mathbf K}|\Delta V|\dot\phi_{\mathbf K'}\rangle$, which has no reason to vanish and in part (g) does not. Rescaling all APWs by a real $t(E)$ also destroys (4): the new matrix $t^2M$ has derivative $-t^2S+2t\dot tM$.

**(d) Decide the sign of $S$, and deduce how the eigenvalues of $M$ move between neighbouring poles. Find their slopes, and the slope at a root of $\mu$ in $Mc=\mu Sc$.**

*Solution.* For a vector $c$, $c^\dagger Ic$ is the interstitial integral of $|F|^2$ with $F=\Omega^{-1/2}\sum c_{\mathbf K}e^{i\mathbf K\cdot\mathbf r}$. If it is zero, the continuous function $F$ vanishes on an open set. A finite sum of exponentials is analytic in $\mathbf r$, so $F$ vanishes everywhere, and orthogonality of plane waves over the cell gives $c=0$. The smallest eigenvalue $s$ of $I$ is therefore positive. Since $n_l>0$ and $W_l\ge0$, $c^\dagger Sc\ge s\,c^\dagger c$, and $S$ is positive definite.

Let $E_1<E_2$ have no pole in $[E_1,E_2]$. Integrating (4) gives, for every unit vector, $c^\dagger M(E_2)c\le c^\dagger M(E_1)c-s(E_2-E_1)$. The $i$-th eigenvalue in increasing order is $\lambda_i=\min_{\dim T=i}\max_{c\in T}c^\dagger Mc$ over subspaces $T$ and unit $c$. Taking the maximum over $T$ and then the minimum over all $T$ preserves an inequality that holds for each $c$, so

$$\lambda_i(E_2)-\lambda_i(E_1)\le-s\,(E_2-E_1). \tag{6}$$

This needs no differentiability, so it holds through degeneracies. The same argument works with $s$ replaced by the smallest eigenvalue of $S$ on the interval. Each $\lambda_i$ is continuous and strictly decreasing, so it crosses zero at most once between neighbouring poles, from above. It may also keep one sign there. The number of roots in $(E_1,E_2)$, counted with the dimension of the null space, is $n_-(E_2)-n_-(E_1)$, where $n_-$ is the number of negative eigenvalues and neither end is a root.

For a simple eigenvalue with $c^\dagger c=1$, differentiate $\lambda=c^\dagger Mc$. The terms with $\dot c$ sum to $\lambda\,(c^\dagger c)^{\cdot}=0$, so $\dot\lambda=-c^\dagger Sc$, minus the squared norm of the wave function $\sum c_{\mathbf K}\phi_{\mathbf K}$.

For the generalized problem normalize $c^\dagger Sc=1$ and differentiate $c^\dagger(M-\mu S)c=0$. The terms with $\dot c$ vanish because $(M-\mu S)c=0$, which leaves $\dot\mu=c^\dagger\dot Mc-\mu\,c^\dagger\dot Sc=-1-\mu\,c^\dagger\dot Sc$. At a simple root $E^*$, $\mu=0$ and $\dot\mu=-1$. Differentiating again at the root gives $\ddot\mu=c^\dagger\dot Sc$. With $\delta=E-E^*$,

$$E+\mu(E)=E^*+\tfrac12c^\dagger\dot Sc\,\delta^2+O(\delta^3),$$

so the step $E\to E+\mu$ converges quadratically near the root. The $\mu_i$ are the eigenvalues of $S^{-1/2}MS^{-1/2}$, which is congruent to $M$, so by Sylvester's law of inertia $\mu_i$ and $\lambda_i$ have the same sign.

**(e) Find what happens to $n_-$ at a pole, and count the roots below a given energy. Assume that poles of different $l$ do not coincide and that no root falls on a pole.**

*Solution.* At a pole $E_p$ of channel $l$, $P(R)=0$ and $P'(R)=Ru_l'(R)\ne0$, since otherwise $P$ would vanish identically. Equation (3) becomes $\dot PP'=2\mathcal N_l$, and $\dot P=R\dot u_l$ gives $\dot u_l(R)=2\mathcal N_l/R^2u_l'(R)\neq0$. The zero of $u_l(R,E)$ is simple, and with $\delta=E-E_p$,

$$D_l=\frac{\rho}{\delta}+\text{analytic},\qquad\rho=\frac{u_l'(R)}{\dot u_l(R)}=\frac{R^2u_l'(R)^2}{2\mathcal N_l}>0 .$$

So $M=\rho W_l/2\delta+B(E)$ with $B$ analytic at $E_p$. Split the vector space into the range of $W_l$ (dimension $r_l$, where $W_l$ acts as a positive definite matrix $w$) and its kernel. The blocks of $M$ are $A=\rho w/2\delta+B_{11}$, $B_{12}$, $B_{21}$, $B_{22}$. Multiplying out confirms

$$M=\begin{pmatrix}1&0\\B_{21}A^{-1}&1\end{pmatrix}\begin{pmatrix}A&0\\0&C\end{pmatrix}\begin{pmatrix}1&A^{-1}B_{12}\\0&1\end{pmatrix},\qquad C=B_{22}-B_{21}A^{-1}B_{12}.$$

The outer factors are invertible and adjoint to each other, so $n_-(M)=n_-(A)+n_-(C)$. For small $|\delta|$, $A$ is negative definite below the pole and positive definite above it, with eigenvalues growing as $1/\delta$. Since $A^{-1}=\delta\,(\rho w/2+\delta B_{11})^{-1}$ passes smoothly through zero, $C$ is continuous with limit $B_{22}(E_p)$. That no root falls on the pole means that this limit is nonsingular, and then $n_-(C)$ is the same on both sides. Thus $r_l$ eigenvalues leave at $-\infty$ and return from $+\infty$, and $n_-$ drops by $r_l$.

To start the count take $E_0<0$ with $E_0\le\min V$. The integrand of $Q_{E_0}(f,f)$ is then nonnegative, and the interstitial part gives $c^\dagger Mc\ge|E_0|\,c^\dagger Ic>0$. There is no pole at or below $E_0$: at a pole, $g=u_lY_{lm}$ has $Q_E^{\rm sph}(g,g)=0$ by (1), while the integrand makes it positive. The lower bound on $V$ is used here; in any other case the count starts from an energy with $M>0$ and no pole below. Between poles $n_-$ rises by one per root, and at each pole it falls by $r_l$, so

$$N_{\rm root}(E)=n_-(M(E))+\sum_{E_p<E}r_l. \tag{7}$$

An ordered eigenvalue can therefore cross zero again in a later interval, and an $N\times N$ matrix can have more than $N$ roots.

This part has shown that $\dot M=-S$ away from poles, that the ordered eigenvalues of $M$ therefore fall strictly between neighbouring poles, and that (7) counts the roots below a given energy. It remains to settle in what sense each root belongs to one band, and to apply the results to a numerical model.
